\section*{Dark-Current Subtraction and Shot Noise in Matched Photodiodes}

\section{Two devices, one mean}

\noindent\textbf{Q.} I measure weak light with a reverse-biased photodiode. Beside it sits a covered copy with the same dark current, and I subtract its reading. The average dark current disappears, but the trace becomes noisier. If the devices are identical, why does the noise not disappear as well?

\medskip\noindent\textbf{A.} Identical devices have the same mean rate of dark events. They do not have the same list of event times. To see what follows, count electrons. Let both diodes be integrated over the same time $T$, at the same bias and temperature, and let
\begin{equation}
N_d=\frac{I_dT}{q},\qquad N_{ph}=\frac{I_{ph}T}{q},
\end{equation}
where $I_d$ is the mean dark current of each diode, $I_{ph}$ the mean photocurrent of the lit one, and $q>0$ the elementary charge. Write the two counts as mean plus fluctuation:
\begin{equation}
N_1=N_{ph}+N_d+\delta_1,\qquad N_2=N_d+\delta_2,\qquad \langle\delta_1\rangle=\langle\delta_2\rangle=0.
\end{equation}
Subtracting gives
\begin{equation}
N_1-N_2=N_{ph}+\delta_1-\delta_2,\qquad \langle N_1-N_2\rangle=N_{ph}.
\end{equation}
The equal means cancel. The fluctuations would cancel only if $\delta_1=\delta_2$ in every single measurement, and matching the devices does not ensure that.

\medskip\noindent\textbf{Q.} Then how large is what remains?

\medskip\noindent\textbf{A.} Square the fluctuation and average:
\begin{align}
\mathrm{Var}(N_1-N_2)&=\langle(\delta_1-\delta_2)^2\rangle\nonumber\\
&=\langle\delta_1^2\rangle+\langle\delta_2^2\rangle-2\langle\delta_1\delta_2\rangle.
\label{eq:cov}
\end{align}
The minus sign of the subtraction survives in the cross term alone, because $(-\delta_2)^2=\delta_2^2$. If the devices fluctuate independently, $\langle\delta_1\delta_2\rangle=\langle\delta_1\rangle\langle\delta_2\rangle=0$, and the variances add. Adding the two readings would give the same variance as subtracting them.

\section{The size of the fluctuation}

\noindent\textbf{Q.} You still need the variance of one diode. Where does shot noise come from?

\medskip\noindent\textbf{A.} Assume that carriers cross the junction as rare, independent events at a steady rate. Divide $T$ into $M$ slots so short that each holds either no event or one, with probability $p$ for one. The slot count $n$ is 0 or 1, so $n^2=n$ and
\begin{equation}
\langle n\rangle=p,\qquad \mathrm{Var}\,n=\langle n^2\rangle-\langle n\rangle^2=p-p^2.
\end{equation}
Means add, and variances of independent slots add:
\begin{equation}
\langle N\rangle=Mp,\qquad \mathrm{Var}\,N=Mp(1-p)=\langle N\rangle(1-p)\longrightarrow\langle N\rangle .
\end{equation}
The limit is $M\to\infty$ at fixed $\langle N\rangle$, which makes $p\to0$. For steady light whose photoelectrons are also independent events, the lit diode has variance $N_{ph}+N_d$ and the covered one $N_d$. Equation~\eqref{eq:cov} becomes
\begin{equation}
\mathrm{Var}(N_1-N_2)=N_{ph}+2N_d .
\label{eq:main}
\end{equation}
The dark part is twice that of one diode, and its rms value is larger by $\sqrt2$. The total variance doubles only in the limit $N_{ph}\ll N_d$; for $N_{ph}\gg N_d$ the added $N_d$ is a negligible part of the total.

The slots also show the mechanism. In the dark, one slot of the difference holds $+1$ with probability $p(1-p)$, $-1$ with the same probability, and otherwise 0. Its mean is zero, but its mean square is $2p(1-p)$: an electron from the reference enters with a negative sign and a positive square. As a test, count distributions with mean 6 were built from $2^{20}$ slots per diode. The variance was 6.0000 for one diode and 11.9999 for the difference. The small shortfall from 12 is the factor $1-p$.

\medskip\noindent\textbf{Q.} My spectrum analyser shows current noise. How does this become the usual $2qI$?

\medskip\noindent\textbf{A.} Treat each crossing as a sharp pulse of charge $s_kq$ at time $t_k$, with $s_k=+1$ for the first diode and $-1$ for the reference. At a nonzero frequency $f$ that is a multiple of $1/T$, the Fourier sum is $X=q\sum_k s_ke^{-2\pi ift_k}$, and
\begin{equation}
\langle|X|^2\rangle=q^2\Big\langle\sum_k s_k^2+\sum_{j\ne k}s_js_ke^{-2\pi if(t_j-t_k)}\Big\rangle=q^2\langle N_{tot}\rangle .
\end{equation}
The second sum averages to zero because the times are independent and uniform over whole periods. Here $N_{tot}$ counts the pulses of both signs. The one-sided spectral density is $S=2\langle|X|^2\rangle/T$. One dark diode has $\langle N_{tot}\rangle=I_dT/q$, so $S=2qI_d$; the dark difference has twice as many pulses, so $S=4qI_d$.

The mean current over the window is $qN/T$, so for one dark diode
\begin{equation}
\sigma_I^2=\frac{q^2N_d}{T^2}=\frac{qI_d}{T}=2qI_dB,\qquad B=\frac1{2T}.
\end{equation}
This $B$ is the noise bandwidth of the averaging window. The window has height $1/T$ and length $T$, so its squared height integrates to $1/T$ over time. By Parseval's theorem its squared frequency response has the same integral over positive and negative frequencies, and half of that belongs to positive ones.

\section{Numbers}

\noindent\textbf{Q.} What does this cost in practice?

\medskip\noindent\textbf{A.} Take rough values in the regime of a germanium-on-silicon waveguide photodiode: $I_d=10$~nA at 1~V reverse bias and 300~K, $I_{ph}=2$~nA, and $T=10~\mu$s, hence $B=50$~kHz. Then
\begin{equation}
N_d=624151,\qquad N_{ph}=124830,\qquad \sqrt{N_d}=790.0 .
\end{equation}
Multiplying by $q/T$, the rms dark noise is 12.66~pA for one diode and $\sqrt2\times12.66=17.90$~pA for the difference.

Compare this with subtracting a perfectly known constant, at the same light, bias and integration time. A constant has no variance, so the total variance is $N_{ph}+N_d$, and the ratio is
\begin{equation}
\frac{N_{ph}+2N_d}{N_{ph}+N_d}=\frac{1373132}{748981}=1.833 .
\end{equation}
The total noise rises from 13.87 to 18.77~pA rms, and the ratio of signal to rms noise falls from 144.2 to 106.5. The ratio 1.833 is below 2 because the photoelectrons are counted once in both cases.

\section{When the reference earns its place}

\noindent\textbf{Q.} Then why not store the mean dark current once and throw the second diode away?

\medskip\noindent\textbf{A.} That is better if the mean stays put. Suppose instead that a shared temperature drift changes the expected dark count of both diodes to the same value $\Lambda$, with $\langle\Lambda\rangle=N_d$ and $\mathrm{Var}\,\Lambda=D$. At given $\Lambda$ the dark counts $n_1,n_2$ are independent, each with mean and variance $\Lambda$. Therefore
\begin{align}
\mathrm{Var}\,n_1&=\langle\Lambda+\Lambda^2\rangle-N_d^2=N_d+D,\\
\mathrm{Cov}(n_1,n_2)&=\langle\Lambda^2\rangle-N_d^2=D,\\
\mathrm{Var}(n_1-n_2)&=2(N_d+D)-2D=2N_d .
\end{align}
The shared drift cancels and the private shot noise does not. A stored constant leaves $N_d+D$, so the live reference wins when $D>N_d$, that is, when the fractional rms drift $\sqrt D/N_d$ exceeds $1/\sqrt{N_d}$. The light adds $N_{ph}$ to both sides and does not move this threshold. These are the two extreme choices. Subtracting $wn_2$ and the constant $(1-w)N_d$ leaves $(N_d+D)(1+w^2)-2wD$, which is smallest at $w=D/(N_d+D)$; at $D=N_d$ this gives $1.5N_d$ instead of $2N_d$.

A test with $N_d=6$ and a common drift of $\pm50\,\%$ has $D=3^2=9$. Explicit sums over the joint distribution gave a variance of 15.0000 for one diode and 11.9999 for the difference. Here subtraction lowers the noise.

In the photodiode example the threshold is $1/790.0=0.127\,\%$. If $I_d\propto e^{-E_a/k_BT_K}$, with $T_K$ the absolute temperature, differentiation gives
\begin{equation}
\frac1{I_d}\frac{dI_d}{dT_K}=\frac{E_a}{k_BT_K^2}.
\end{equation}
A rough $E_a=0.33$~eV, half the germanium gap, yields about 4.3~\%/K at 300~K. A common temperature drift of about 30~mK rms is then enough to justify the live reference. This is a rough figure. A generation current proportional to the intrinsic carrier density, with its $T_K^{3/2}$ factor and the shrinking of the gap with temperature, rises by about 5.5~\%/K, which lowers the threshold to about 23~mK. The threshold also assumes that the private noise of each diode is pure shot noise; it scales as the rms of that private noise.

\medskip\noindent\textbf{Q.} Can I keep the drift correction without paying the full factor of two?

\medskip\noindent\textbf{A.} Yes, if the drift is slow. Average the reference over $R$ independent frames. The variance of that average is $RN_d/R^2=N_d/R$, so
\begin{equation}
\mathrm{Var}=N_{ph}+N_d\left(1+\frac1R\right).
\end{equation}
With $R=100$ and shot noise alone, the signal-to-noise ratio returns to 143.6, close to the 144.2 of a known constant. The frames span at least $100\times10~\mu\mathrm{s}=1$~ms, and their average must represent the dark current at the time of the measured frame: the current must hold steady over that span, or change linearly across a window centred on the frame. The extra noise was thus the uncertainty of a mean estimated from one frame. The gain holds for single frames only, because neighbouring outputs share the error of the averaged reference. If $K$ outputs are averaged in turn, the dark variance in units of $N_d/K$ grows to about 1.7 at $K=R$ for a running average and approaches 2 for $K\gg R$. What matters is that the reference is integrated much longer than the signal.

\section{Bias and real devices}

\noindent\textbf{Q.} At zero bias the mean dark current is zero. Is there then no noise to double?

\medskip\noindent\textbf{A.} There is. In a simple thermal model of the junction, carriers cross in both directions, with mean counts $a$ and $ae^{-x}$, where $x=qV/k_BT_K$ and $V$ is the reverse bias. The flows subtract in the mean and add in the variance:
\begin{equation}
\frac{\mathrm{Var}\,N}{|\langle N\rangle|}=\frac{a(1+e^{-x})}{a(1-e^{-x})}=\frac{e^{x/2}+e^{-x/2}}{e^{x/2}-e^{-x/2}}=\coth\frac{qV}{2k_BT_K}.
\end{equation}
At $V=0$ each diode has zero mean and variance $2a$, and the difference of two has $4a$. The doubling survives, but the variance can no longer be read from the net current. At 1~V the excess over 1 is $3.2\times10^{-17}$ in this model, so \eqref{eq:main} applies.

\medskip\noindent\textbf{Q.} How far is the example from a device on my bench?

\medskip\noindent\textbf{A.} A dark current of 10~nA is plausible for a good germanium-on-silicon diode. The 50~kHz bandwidth is far below that of a data receiver, and the 2~nA signal is weak; the example resembles slow power monitoring. The lit diode delivers enough charge for 1.20~V on a 100~fF integrator, so an amplifier must hold the diode bias fixed. For a 500~nm intrinsic region the transit time is roughly 8~ps, about $10^{-6}$ of $T$, so nearly every pair created there by light is counted whole.

The matching may also be imperfect. A 1~\% difference in dark current leaves an offset of 100~pA, more than five times the 18.77~pA total noise. It must be calibrated out. A 10~mK temperature difference between the diodes adds an offset of about 4~pA.

Slow $1/f$ noise breaks the assumption of independent events. Let its density be $2qI_df_c/f$, with an assumed corner $f_c=1$~kHz, and let the record last $t_r=1$~s, so that only frequencies above about $1/t_r$ count. Weight this density by the squared response of the averaging window, $[\sin(\pi fT)/(\pi fT)]^2$, integrate over $f$, and divide by the shot variance $2qI_dB$. With $u=fT$ the ratio is
\begin{equation}
2Tf_c\int_{T/t_r}^{\infty}\left(\frac{\sin\pi u}{\pi u}\right)^2\frac{du}{u}=2Tf_c\times10.6=0.212 .
\end{equation}
The $1/f$ noise thus adds roughly 20~\% to the dark shot variance of each diode; the exact figure depends on how the record cuts off low frequencies. If it is independent in the two devices, it doubles too, and the total noise of the difference rises by about 9~\%, to roughly 20.5~pA. At a corner between 4 and 5~kHz it would equal the shot noise. Uncancelled reset noise of each integrator, with charge variance $k_BT_KC$, adds 2.59~\% of the dark shot variance. Other amplifier noise is left out.

Multiplication by impact ionization would also spoil the counting law, since one event would then release several charges. With an assumed built-in voltage of 0.3~V added to the 1~V bias across 500~nm, the mean field is roughly 0.026~MV/cm, and a rough ionization coefficient of $1.5\times10^7\,\mathrm{cm}^{-1}\exp[-(1.5~\mathrm{MV/cm})/F]$ at field $F$ makes the probability per transit negligible. Local field peaks at defects are not covered by this estimate. Tunnelling through traps may contribute to $I_d$. Each trap must fill and then empty, so this current approaches the counting law only when one of the two steps is much slower than the other; for equal rates its variance falls to half, as in the case below.

Generation at traps near midgap, which the half-gap activation energy suggests, can break that independence. Each trap must emit an electron and a hole in turn, so its events are more evenly spaced than random ones. Each emission moves only part of the charge $q$, and the two can be microseconds apart, so the window may cut a cycle in two. The dark variance of one diode can then fall below $N_d$, to about half of it when the two emission rates are equal and $T$ is much longer than the emission times. The numbers above, which use $2qI_d$, are then too high for the dark shot noise. The factor of two between the difference and one diode remains, because the two devices still fluctuate independently.

\medskip\noindent\textbf{Q.} Could any pair of diodes cancel the shot noise itself?

\medskip\noindent\textbf{A.} Their fluctuations would have to be correlated. For equal dark variances $\sigma^2$ and correlation coefficient $\rho$, the covariance is $\rho\sigma^2$, and \eqref{eq:cov} gives
\begin{equation}
\mathrm{Var}(n_1-n_2)=2\sigma^2(1-\rho).
\end{equation}
Independence, $\rho=0$, gives the factor of two. At $\rho=1/2$ the difference is as noisy as one diode, and at $\rho=1$ the noise cancels. Separate junctions with independent carrier events have $\rho=0$ for their shot noise, however well they are matched.

\section*{Computed values}
\begin{verbatim}
Slot test, mean dark count: 6.0000
Slot test, one-diode variance: 6.0000
Slot test, difference variance: 11.9999
Drift test, one-diode variance: 15.0000
Drift test, difference variance: 11.9999
Dark current per diode: 10.0 nA
Photocurrent: 2.0 nA
Integration time: 10.0 us
Temperature: 300 K
Reverse bias: 1.0 V
Intrinsic thickness: 500 nm
Integrator capacitance: 100 fF
Integrator output, lit diode: 1.20 V
Mean dark count: 624151 electrons
Mean photocount: 124830 electrons
Rms dark count, one diode: 790.0 electrons
Rms dark count, difference: 1117.3 electrons
Noise bandwidth: 50.0 kHz
Rms dark current noise, one diode: 12.66 pA
Rms dark current noise, difference: 17.90 pA
Simulated dark variance ratio: 2.008
Total noise, known offset: 13.87 pA rms
Total noise, live reference: 18.77 pA rms
Total variance ratio, live/known: 1.833
Simulated mean difference: 124829 electrons
Simulated/predicted total variance: 0.998
Signal-to-rms-noise, known offset: 144.2
Signal-to-rms-noise, live reference: 106.5
Reference frames averaged: 100
Signal-to-rms-noise, averaged reference: 143.6
Activation energy, rough: 0.33 eV
Dark-current temperature slope: 4.25 %/K
Break-even common drift: 0.127 % rms
Break-even temperature drift: 29.7 mK rms
Assumed dark-current mismatch: 1.0 %
Offset from mismatch: 100.0 pA
Assumed diode temperature gap: 10 mK
Offset from temperature gap: 4.25 pA
Reset/dark-shot variance per diode: 2.59 %
Low-frequency observation time: 1.0 s
Assumed 1/f corner: 1.0 kHz
1/f to dark-shot variance: 21.2 %
Corner for equal 1/f and shot noise: 4.72 kHz
Backward-flow excess noise fraction: 3.2e-17
Carrier transit time, rough: 8.3 ps
Transit/integration time: 8.3e-07
Junction field, rough: 0.026 MV/cm
Ionization probability, rough: 6.6e-23
Direct-tunnelling exponent, rough: 282
\end{verbatim}
